Quadratic Low-Temperature Conductivity of Polycrystalline Silicon Films and Its Limits

**The result**

Suppose that grain boundaries limit the free path of phonons in a polycrystalline film, and that this path is inversely proportional to the phonon frequency ω:

Λ(ω) = d ω_g/ω.  (1)

Here d is the grain size and ω_g is the angular frequency at which the path equals d. For isotropic acoustic branches p with sound speeds v_p, the thermal conductivity is then

κ₂ = [ζ(3) k_B³ d ω_g/(π²ħ²)] T² Σ_p v_p⁻²,  (2)

where ζ is the Riemann zeta function. A free path L that does not depend on frequency gives instead

κ₃ = [2π² k_B⁴ L/(45ħ³)] T³ Σ_p v_p⁻².  (3)

Equation (2) holds in a window of temperature. On the warm side, k_BT/ħ must stay far below the highest frequencies of the branches. On the cold side, a film of thickness h with diffusely scattering surfaces must be well above the temperature

T_h = ħ d ω_g/(k_B h),  (4)

because the path (1) grows without limit as ω falls, and the surfaces eventually cut it off. Equation (1) is an assumption about the grain boundaries. What follows derives its consequences, not the assumption itself.

**From phonon modes to a frequency integral**

Let the temperature gradient dT/dx lie along x, in the plane of the film. In the relaxation-time approximation, the occupation n of a mode with x-velocity v_x obeys, in the steady state and away from surfaces,

v_x (∂n₀/∂T)(dT/dx) = −(n − n₀)/τ,  (5)

where n₀ = 1/(eˣ − 1) is the Bose function, x = ħω/(k_BT) when it appears as a number, and τ is the relaxation time. The heat flux is the sum of ħω v_x (n − n₀) over all modes, divided by the volume V. Inserting n − n₀ from (5) gives −κ dT/dx with

κ = (1/V) Σ C v_x² τ,  C = ħω ∂n₀/∂T.  (6)

Since ∂x/∂T = −x/T, the heat capacity of one mode is

C = ħω (x/T) eˣ/(eˣ − 1)² = k_B x² eˣ/(eˣ − 1)².  (7)

The sum over wavevectors k becomes V∫d³k/(2π)³. In an isotropic medium v_x² averages over directions to v_g²/3, where v_g = dω/dk is the group velocity. The angular integral of d³k is 4πk²dk, so each branch contributes

(1/3) · [4π/(8π³)] ∫ k² C v_g² τ dk = (1/6π²) ∫ k² C v_g² τ dk.

With τ = Λ/v_g, one factor v_g remains, and v_g dk = dω. Therefore

κ = Σ_p (1/6π²) ∫ k² C Λ dω.  (8)

No assumption about the shape of the branches has been made yet, apart from isotropy and a frequency that rises with k.

**Why one power of temperature is lost**

At low temperature the occupied modes have ω = v_p k. Take a general power law Λ = a ω⁻ⁿ, with a constant. Substituting k = ω/v_p and ω = (k_BT/ħ)x in (8) gives

κ = Σ_p [a k_B/(6π²v_p²)] ∫ ω^(2−n) x² eˣ/(eˣ − 1)² dω
  = Σ_p [a k_B/(6π²v_p²)] (k_BT/ħ)^(3−n) J_(4−n),  (9)

where the upper limit has been moved to infinity and

J_s = ∫₀^∞ x^s eˣ/(eˣ − 1)² dx.  (10)

The temperature now stands in front of a pure number, so κ ∝ T^(3−n).

To evaluate (10), expand the weight in decaying exponentials. Differentiating the geometric series 1/(eˣ − 1) = Σ e^(−mx), with m = 1, 2, 3, ..., gives eˣ/(eˣ − 1)² = Σ m e^(−mx). Each term integrates to m Γ(s+1)/m^(s+1), hence

J_s = Γ(s+1) Σ m^(−s) = Γ(s+1) ζ(s),  s > 1.  (11)

The condition s > 1 means n < 3. For a steeper law, the long-wavelength phonons would make the integral diverge.

For a constant path, n = 0 and a = L. Then J₄ = 24 · π⁴/90 = 4π⁴/15 = 25.98, and the prefactor is k_B L/(6π²) · 4π⁴/15 = 2π²k_B L/45, which gives (3). For the path (1), n = 1 and a = dω_g. Then J₃ = 6ζ(3) = 7.212, the 6 cancels, and (2) follows.

The physical reason is visible in the ratio of the two results for L = d:

κ₂/κ₃ = (J₃/J₄) ħω_g/(k_BT).  (12)

In both cases the heat capacity falls as T³, and cooling shifts the heat to lower frequencies. With the path (1), however, phonons of lower frequency travel farther between scattering events. The average path grows as 1/T and restores one power of T.

The path diverges at ω → 0, yet the heat current stays finite. For small x the integrand of J₃ is x³ · x⁻² = x, so the part of the heat carried below some small x₀ is x₀²/(2J₃).

Equations (2) and (3) were tested against a direct sum of (6) over a cubic grid of wavevectors, for one transverse branch with v = 5400 m/s and with C taken from finite differences of the mode energy. At 10 K the sum differs from (2) by −0.055 %. Between 10 and 12 K its exponent is 2.001 for the path (1) and 3.000 for a constant path.

**The surfaces of the film**

Let the film occupy 0 < z < h. Near the surfaces n depends on z, and (5) gains a term for motion across the film. With g = n − n₀,

v_z ∂g/∂z + v_x (∂n₀/∂T)(dT/dx) = −g/τ.  (13)

A diffuse surface sends phonons back with the local equilibrium distribution, so g = 0 for phonons just leaving it. Let μ = |v_z|/v. For phonons moving up from z = 0, the solution of (13) is

g = −τ v_x (∂n₀/∂T)(dT/dx) [1 − e^(−z/(μΛ))].  (14)

Phonons moving down obey the same formula with h − z in place of z. The bracket is the factor by which the surface reduces each phonon's share of the heat current.

To get the reduction F of the whole current at one frequency, average the bracket over depth and direction with the weight v_x². The squared x-component of the unit direction vector is (1 − μ²)cos²φ, which averages over the azimuth φ to (1 − μ²)/2. Dividing by the bulk value 1/3 gives the weight (3/2)(1 − μ²), whose integral over μ from 0 to 1 is one. With u = z/h and δ = h/Λ,

F(δ) = (3/2) ∫₀¹ (1 − μ²) dμ ∫₀¹ [1 − e^(−uδ/μ)] du.  (15)

The inner integral is 1 − (μ/δ)(1 − e^(−δ/μ)). The first term contributes 1 to F, and

F = 1 − (3/2δ) ∫₀¹ (μ − μ³)(1 − e^(−δ/μ)) dμ.

The part without the exponential is 1/2 − 1/4 = 1/4. In the other part set μ = 1/t, so that dμ becomes dt/t² and t runs from 1 to ∞. With the exponential integrals E_m(δ) = ∫₁^∞ t^(−m) e^(−δt) dt,

F(δ) = 1 − (3/2δ) [1/4 − E₃(δ) + E₅(δ)].  (16)

For the path (1), δ = hω/(dω_g) = xT/T_h, with T_h from (4). The film conductivity is therefore

κ_film/κ₂ = (1/J₃) ∫₀^∞ x³ eˣ/(eˣ − 1)² F(xT/T_h) dx.  (17)

Within this model the ratio depends on temperature, thickness and grain parameters through T/T_h alone.

If the surfaces were perfectly specular, reflection would reverse v_z and leave v_x unchanged. The z-independent solution of (5) would then satisfy (13) and the boundary conditions, F would equal 1, and the surfaces would not end the T² law. The cold limit derived below belongs to diffuse surfaces.

**Well above T_h**

For large δ the exponential integrals vanish and F ≈ 1 − 3/(8δ). Inserting δ = xT/T_h in (17) lowers the power of x by one, so the first correction is −(3/8)(J₂/J₃)T_h/T, with J₂ = π²/3.

The expansion fails for x of order T_h/T or smaller. What it leaves out of F is (3/2δ)(E₃ − E₅), which matters where the weight in (17) is close to x. With x = δT_h/T, this adds to the integral

(T_h/T)² (3/2) ∫₀^∞ (E₃ − E₅) dδ = (T_h/T)² (3/2)(1/3 − 1/5) = (1/5)(T_h/T)²,

because ∫₀^∞ E_m dδ = 1/m. Dividing by J₃ gives

κ_film/κ₂ ≈ 1 − 0.171 T_h/T + 0.028 (T_h/T)².  (18)

To first order in T_h/T, the local exponent d ln κ/d ln T is 2 + 0.171 T_h/T. Surfaces lower the conductivity and raise the exponent, because they act most strongly on the long paths that matter more in the cold.

**Well below T_h**

Now δ is small for the phonons that carry the heat, and (16) must be expanded to second order inside the bracket. Start from E₁ = ℓ + O(δ), with ℓ = −γ − ln δ and γ Euler's constant. Integration by parts gives the recurrence E_(m+1) = (e^(−δ) − δE_m)/m. Applying it in turn,

E₂ = 1 − δ − δℓ + ...
E₃ = 1/2 − δ + (3/4)δ² + (1/2)δ²ℓ + ...
E₄ = 1/3 − δ/2 + ...
E₅ = 1/4 − δ/3 + δ²/4 + ...

The bracket in (16) becomes 2δ/3 − (δ²/2)(ℓ + 1). Its first term cancels the leading 1 in F, which leaves

F ≈ (3δ/4) [ln(1/δ) + 1 − γ].  (19)

The effective path ΛF is thus (3h/4)[ln(1/δ) + 1 − γ]. It is set by the film thickness, with a logarithm that comes from phonons travelling nearly parallel to the surfaces.

Put this path into (8) and write ln(1/δ) = ln(T_h/T) − ln x. The term with ln x produces ∫x⁴ ln x eˣ/(eˣ − 1)² dx, which is dJ_s/ds at s = 4. By (11) it equals J₄[ψ(5) + ζ′(4)/ζ(4)], where ψ is the logarithmic derivative of Γ. Hence

κ_film ≈ (k_B/6π²)(k_BT/ħ)³ (3h/4) J₄ [ln(T_h/T) + c] Σ_p v_p⁻²,  (20)

c = 1 − γ − ψ(5) − ζ′(4)/ζ(4) = −1.020.

The cubic law returns, multiplied by a slowly varying logarithm. Differentiating the logarithm of (20) gives the local exponent

d ln κ/d ln T = 3 − 1/[ln(T_h/T) + c].  (21)

The approach to 3 is slow. At T = T_h/1000 the bracket is 6.91 − 1.02 = 5.89, and the exponent is still 2.83. Equation (20) needs ln(T_h/T) well above 1, so it should not be used just below T_h.

**A film of micromachined silicon**

Take an undoped film with h = 2 µm, d = 50 nm and ω_g = 10¹³ rad/s, all round model parameters. Rough values for silicon are two transverse branches with v = 5400 m/s and one longitudinal branch with v = 9000 m/s. Then

Σ_p v_p⁻² = 2/(5400 m/s)² + 1/(9000 m/s)² = 8.09 × 10⁻⁸ s²/m².

At 10 K, k_BT/ħ = 1.309 × 10¹² rad/s, and dω_g = 5 × 10⁵ m/s. Equation (9) with n = 1 gives

κ₂ = (1.381 × 10⁻²³/59.22)(5 × 10⁵)(7.212)(1.309 × 10¹²)²(8.09 × 10⁻⁸) W/(m K)
  = 0.117 W/(m K).

A constant path equal to d would give 0.055 W/(m K) at the same temperature. The ratio is 2.1, as (12) requires.

The heat spectrum per unit frequency, x³eˣ/(eˣ − 1)², peaks where 3/x = coth(x/2), which is at x = 2.58. At 10 K this is ω = 3.37 × 10¹² rad/s. The path there is 148 nm, about three grains, and the transverse wavelength is 10 nm, well below the grain size.

Equation (4) gives T_h = 1.91 K. At 10 K, T_h/T = 0.191, and (18) predicts a reduction of 3.3 % − 0.1 % = 3.2 %, which agrees with the full integral (17). Phonons whose grain-boundary path exceeds h have x < 0.191 and carry 0.191²/(2 × 7.212) = 0.25 % of the heat in κ₂. Most of the reduction therefore comes from phonons with paths shorter than the film thickness.

On the warm side, the branches bend and end. A simple description is ω = ω_m sin(v k/ω_m), with rough tops ω_m of 2.5 × 10¹³ rad/s for the transverse branches and 7 × 10¹³ rad/s for the longitudinal one. Each transverse branch then ends at k = πω_m/(2v) and holds only about a quarter of the modes it has in real silicon, so the full values above about 10 K illustrate the trend and are not predictions for silicon. Inverting it gives k² ≈ (ω/v)²[1 + ω²/(3ω_m²)], so by (8) the bending first raises κ. At higher temperature the missing modes above ω_m lower the exponent. The "full" columns below include surfaces, bent branches, umklapp scattering and point defects.

T (K) | κ₂, W/(m K) | full κ, W/(m K) | exponent, surfaces | exponent, full
1 | 0.00117 | 0.00089 | 2.23 | 2.23
5 | 0.0292 | 0.0275 | 2.06 | 2.07
10 | 0.117 | 0.115 | 2.03 | 2.06
20 | 0.467 | 0.485 | 2.02 | 2.07
40 | 1.87 | 1.71 | 2.01 | 1.44

The excess of the full exponent over 2 at 10 K can be traced. Surfaces contribute 0.03. Bending of the sine-shaped branches raises κ by 1.5 %, and since this correction grows as T² at first, it adds about 2 × 0.015 = 0.03. With the rough rates used here, umklapp and point-defect scattering change κ₂ by less than 0.05 % at both 10 and 20 K.

**How wide the window really is**

With the sine-shaped branches, the full exponent stays within 0.2 of 2 from about 1.2 to 30 K. The warm end depends strongly on that shape. Take instead ω = vk/[1 + (vk/ω_s)²]^(1/2), with ω_s chosen so that each branch holds one mode per primitive cell of silicon and ends at the same ω_m. Bending then raises κ₂ by 3.8 % at 10 K and 19 % at 20 K, the full exponent at 20 K is 2.33, and it leaves the band of 0.2 near 14 K. Both ends of the wider range also rest on using (1) where it is doubtful.

At the cold end, the transverse wavelength at the spectral peak of κ₂ (without surfaces) equals the grain size at 2.0 K, and the longitudinal one at 3.4 K. Below these temperatures a phonon spans more than one grain, and a picture of separate encounters with boundaries loses its basis. For this film the cubic law with its logarithm is therefore a limit of the model, not a prediction. In addition, below a temperature of order πħv/(hk_B) = 0.07 K the thickness quantizes the transverse modes, and the three-dimensional sum in (6) fails.

At the warm end, (1) gives paths shorter than a grain when ω > ω_g. Whether this is reasonable depends on how strongly the boundaries reflect. If the path is not allowed to fall below d, κ₂ rises by 0.8 % at 10 K but by 19 % at 20 K, and the full exponent becomes 2.12 and 2.52 respectively with the sine-shaped branches, or 2.18 and about 2.9 with the other shape. The high-frequency phonons then have a constant path, which pulls the law back towards T³. A T² law that does not depend on this choice is thus confined, for these parameters, to a range from roughly 4 to 10 K. The cold end of this range is soft. At 4 K, phonons with wavelength above d still carry 13 % of κ₂. If their path grows as ω⁻⁴ instead of following (1), the full κ with sine-shaped branches rises by 16 % at 4 K and its exponent falls from 2.08 to 1.81. At 10 K the rise is below 3 % and the exponent falls from 2.06 to 2.01.

Thickness matters as well. Keep d and ω_g fixed and reduce h tenfold to 200 nm. Then T_h rises to 19 K. Because (17) depends on T/T_h alone, the thinner film at 10 K has the same ratio κ_film/κ₂ as the thicker one at 1 K, namely 0.76, and the same surface-limited exponent, 2.23. With diffuse surfaces, such a film has no clean T² range below 10 K.

**Comparison with real films**

Polycrystalline silicon layers in micromachined devices are commonly a few micrometres thick or less, with grains from tens to hundreds of nanometres, so h and d are in a realistic range. The value of ω_g is a model choice, and κ₂ is proportional to it, so the absolute conductivity above is no better known than ω_g. Elastic anisotropy also affects the prefactor: a transverse speed 10 % lower raises κ₂ by 20 % and leaves the exponent in (2) unchanged. Real grains are often columnar, which makes the path depend on direction. That effect is not included here.

Many device films are heavily doped. For a rough electrical conductivity σ = 10⁵ S/m, the Wiedemann–Franz law gives an electronic part (π²/3)(k_B/e)²σT. This is 21 % of κ₂ at 10 K and 10 % at 20 K. Being linear in T, it lowers the exponent of the sum of κ₂ and the electronic part to 1.83 at 10 K and 1.70 at 5 K, so a film doped this heavily does not show a clean T² law in its total conductivity. Scattering of phonons by the carriers would come on top and has not been estimated. Devices that work near room temperature lie far outside the window. For the parameters used here, the T² law concerns cryogenic parts that work at a few kelvin. The window moves with ω_g and with the shape of the branches. For ω_g = 2 × 10¹³ rad/s and a path not below d, the full exponent stays within 0.2 of 2 from about 2.5 to 32 K with the sine-shaped branches, and from about 2.5 to 13 K with the other shape. Detectors cooled below 1 K lie outside the window for the parameters used here, because the phonon wavelengths there exceed the grain size.

The numerical output below lists the remaining values.

Computed values

```
grain size d: 50 nm
film thickness h: 2000 nm
frequency w_g where path = d: 1.0e+13 rad/s
transverse: 2 branch(es), speed 5400 m/s, top 2.5e+13 rad/s
longitudinal: 1 branch(es), speed 9000 m/s, top 7.0e+13 rad/s
umklapp B: 2.0e-19 s/K, C: 150 K
point-defect A: 2.0e-45 s^3
J(2), J(3), J(4): 3.2899, 7.2123, 25.9758
wavevector sum / T^2 formula - 1: -0.055 %
wavevector-sum exponent, path ~ 1/w: 2.0009
wavevector-sum exponent, constant path: 3.0000
surface temperature T_h: 1.910 K
warm-side coefficient (3/8)J(2)/J(3): 0.1711
cold-side constant c: -1.0197
film exponent at T_h/1000 (model only): 2.831
x at peak of heat spectrum: 2.576
peak frequency at 10 K: 3.372e+12 rad/s
grain-boundary path at that peak: 148.3 nm
transverse wavelength at that peak: 10.1 nm
kappa at 10 K, T^2 law: 0.1166 W/(m K)
kappa at 10 K, constant path d: 0.0550 W/(m K)
columns: T (K); kappa in W/(m K): T^2 law, with surfaces, full;
  then local exponent: with surfaces, full
  0.5 2.9158e-04 1.8199e-04 1.8199e-04 2.341 2.341
  1.0 1.1663e-03 8.8598e-04 8.8611e-04 2.228 2.229
  2.0 4.6653e-03 4.0151e-03 4.0175e-03 2.137 2.138
  5.0 2.9158e-02 2.7370e-02 2.7468e-02 2.061 2.068
 10.0 1.1663e-01 1.1294e-01 1.1461e-01 2.032 2.063
 20.0 4.6653e-01 4.5903e-01 4.8503e-01 2.016 2.072
 40.0 1.8661e+00 1.8510e+00 1.7077e+00 2.008 1.442
full exponent within 0.2 of 2: 1.25 to 29.50 K
shift of kappa from the T^2 law, at 10 K and 20 K:
  surfaces: -3.2 %, -1.6 %
  curved branches and tops: 1.5 %, 5.7 %
  umklapp: -2.5e-08 %, -0.00018 %
  point defects: -0.004 %, -0.032 %
  path not below d: 0.84 %, 19 %
  transverse speed 10 % lower: 19.9 % at both
  electrons if doped to 1e+05 S/m: 20.9 %, 10.5 %
full exponent with path not below d, 10 K and 20 K: 2.121, 2.521
transverse peak wavelength equals d at: 2.01 K
longitudinal peak wavelength equals d at: 3.35 K
thickness quantization temperature: 0.065 K
largest shift on doubling the nodes: 1.7e-04 %
```
